**Elastic energy of fluted wires under axial strain**

A homogeneous prismatic wire with free side walls, held at axial strain e, has elastic energy density Ee²/2 for every cross-section, where E is Young's modulus along the axis. The program minimises the elastic energy of round, deeply fluted and hexagonal wires along two crystal axes, and asserts that the density agrees at all sampled points with the value from the crystallographic formula for E. It also asserts the first-order curvature of a flute, the surface cost of straight and modulated flutes, and the change of elastic energy when the wall moves. For flutes of angular order n modulated as cos(kz) on a wire of radius R, it computes the elastic release f_n(kR), in units of (Ee²/2)πa² per length for amplitude a, and asserts its long-wave limits for n = 0 to 4 and its short-wave slope for n = 0. In the silicon-like example (R = 150 nm, e = 1.5 %, a = 5 nm, n = 2), a straight flute costs 6.4 eV/nm, while the most favourable modulated one, treated as isotropic, lowers the energy by about 22 eV/nm. A core with misfit in all directions serves as the counterexample: there, straight flutes with n = 4 and a = 0.1R lower the elastic energy by 2.5 % at fixed area.

## Numerical check

```python
# RESULT UNDER TEST: a homogeneous prismatic wire with free side walls, held at
# axial strain e, has elastic energy density E e^2/2 for every cross-section, so
# straight flutes r = R + a cos(n theta) release no elastic energy.
# Contrasts: flutes modulated as cos(k z), and a core with lateral misfit, do.
# E: Young's modulus along the axis; nu: Poisson ratio; gamma: surface energy;
# kappa = k R; f_n: elastic release per length divided by (E e^2/2) pi a^2.
# Solvers use R = 1; moduli are in GPa; 1 GPa nm = 1 J/m^2.
import itertools
import numpy as np
from numpy.polynomial.legendre import Legendre, leggauss
from scipy.constants import e as charge

PAIRS = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
N_ANGLE = 96
ANGLES = 2 * np.pi * np.arange(N_ANGLE) / N_ANGLE


def rotated_stiffness(c11, c12, c44, axis):
    """Cubic stiffness as a 6x6 matrix with z along the given crystal axis."""
    d = np.eye(3)
    c = (c12 * np.einsum('ij,kl->ijkl', d, d)
         + c44 * (np.einsum('ik,jl->ijkl', d, d) + np.einsum('il,jk->ijkl', d, d)))
    for i in range(3):
        c[i, i, i, i] += c11 - c12 - 2 * c44
    z = np.array(axis, float)
    z /= np.linalg.norm(z)
    x = np.cross(z, [1.0, -1.0, 0.0])
    x /= np.linalg.norm(x)
    q = np.array([x, np.cross(z, x), z])
    c = np.einsum('ia,jb,kc,ld,abcd->ijkl', q, q, q, q, c, optimize=True)
    return np.array([[c[i, j, k, l] for k, l in PAIRS] for i, j in PAIRS])


def solve_prism(boundary, stiffness, axial, degree, core=0.0, misfit=0.0):
    """Minimise the energy of a prism over polynomial displacements.
    Returns energy per length, area, density at all points, density on the wall.
    A core of radius `core` may carry an equal misfit strain in all directions."""
    nodes, weights = leggauss(16)
    xs, ys, ws = [], [], []
    edges = [0 * boundary, boundary]
    if core > 0:
        edges = [0 * boundary, core + 0 * boundary, boundary]
    for lo, hi in zip(edges[:-1], edges[1:]):
        r = lo + (hi - lo) * (nodes[:, None] + 1) / 2
        xs.append((r * np.cos(ANGLES)).ravel())
        ys.append((r * np.sin(ANGLES)).ravel())
        ws.append((r * (hi - lo) / 2 * weights[:, None] * 2 * np.pi / N_ANGLE).ravel())
    xs.append(boundary * np.cos(ANGLES))      # wall points, zero weight
    ys.append(boundary * np.sin(ANGLES))
    ws.append(np.zeros(N_ANGLE))
    x, y, w = map(np.concatenate, (xs, ys, ws))
    basis = []
    for i in range(degree + 1):
        for j in range(degree + 1 - i):
            if i + j == 0:
                continue
            dx = i * x**max(i - 1, 0) * y**j
            dy = j * x**i * y**max(j - 1, 0)
            o = np.zeros_like(x)
            basis += [[dx, o, o, o, o, dy], [o, dy, o, o, o, dx], [o, o, o, dy, dx, o]]
    start = np.zeros((6, x.size))
    start[2] = axial
    if core > 0:
        r2 = x**2 + y**2
        inside = r2 < core**2
        o = np.zeros_like(x)
        # displacement (x, y) in the core and core^2 (x, y)/r^2 outside it
        basis.append([np.where(inside, 1, core**2 * (1 / r2 - 2 * x**2 / r2**2)),
                      np.where(inside, 1, core**2 * (1 / r2 - 2 * y**2 / r2**2)),
                      o, o, o, np.where(inside, 0, -4 * core**2 * x * y / r2**2)])
        start[:3] -= misfit * inside
    b = np.array(basis)
    stress = np.einsum('ij,njp->nip', stiffness, b, optimize=True) * w
    nb = len(b)
    matrix = stress.reshape(nb, -1) @ b.reshape(nb, -1).T
    force = stress.reshape(nb, -1) @ start.ravel()
    coeff = -np.linalg.lstsq(matrix, force, rcond=1e-13)[0]
    strain = start + np.tensordot(coeff, b, axes=1)
    density = 0.5 * np.sum(strain * (stiffness @ strain), axis=0)
    return w @ density, w.sum(), density, density[-N_ANGLE:]


def release(n, kappa, nu, terms=24):
    """f_n(kappa) from a radial variational solution in an isotropic cylinder."""
    lam, mu = nu / ((1 + nu) * (1 - 2 * nu)), 0.5 / (1 + nu)
    nodes, weights = leggauss(80)
    r, wr = (nodes + 1) / 2, weights / 2
    zero = np.zeros_like(r)
    rows, wall = [], []

    def radial(power, j):
        p = Legendre.basis(j)
        s = 2 * r**2 - 1
        slope = 4 * r**(power + 1) * p.deriv()(s)
        if power > 0:
            slope = slope + power * r**(power - 1) * p(s)
        return r**power * p(s), slope

    def add(u, du, v, dv, g, dg, g_wall):
        rows.append([du, (u + n * v) / r, kappa * g, (-n * u - v) / r + dv,
                     -kappa * v - n * g / r, -kappa * u + dg])
        wall.append(g_wall)

    for j in range(terms):
        if n == 0:
            u, du = radial(1, j)
            add(u, du, zero, zero, zero, zero, 0.0)
        else:
            u, du = radial(n - 1, j)
            add(u, du, -u, -du, zero, zero, 0.0)
            u, du = radial(n + 1, j)
            add(u, du, u, du, zero, zero, 0.0)
        g, dg = radial(n, j)
        add(zero, zero, zero, zero, g, dg, 1.0)
    b = np.array(rows)
    mean = 0.5 * (1.0 if n == 0 else 0.5)
    c = np.diag([2 * mu] * 3 + [mu] * 3)
    c[:3, :3] += lam
    cb = np.einsum('ij,njp->nip', c, b) * (2 * np.pi * r * wr * mean)
    matrix = cb.reshape(len(b), -1) @ b.reshape(len(b), -1).T
    load = kappa * np.array(wall) * 2 * np.pi * mean
    return 0.5 * load @ np.linalg.solve(matrix, load) / (0.5 * np.pi)


# ---- inputs: rough silicon-like values ----
C11, C12, C44 = 166.0, 64.0, 80.0     # GPa
RADIUS, STRAIN, AMP = 150.0, 0.015, 5.0   # nm, 1, nm
GAMMA, SURF_STRESS = 1.3, 1.0         # J/m^2
LATTICE = 0.543                       # nm
BEND = 1e-4                           # bending strain at the wall

# ---- any prism, two crystal axes, three shapes ----
s11 = (C11 + C12) / ((C11 - C12) * (C11 + 2 * C12))
s12 = -C12 / ((C11 - C12) * (C11 + 2 * C12))
s44 = 1 / C44
shapes = {
    'round': np.ones(N_ANGLE),
    'deep flutes': 1 + 0.25 * np.cos(5 * ANGLES) + 0.1 * np.sin(2 * ANGLES),
    'hexagon': np.cos(np.pi / 6) / np.cos(ANGLES % (np.pi / 3) - np.pi / 6)}
worst = 0.0
shape_density = {}
for axis in [(1, 1, 1), (1, 2, 3)]:
    l, m, n = np.array(axis) / np.linalg.norm(axis)
    young = 1 / (s11 - 2 * (s11 - s12 - s44 / 2) * (l*l*m*m + m*m*n*n + n*n*l*l))
    stiff = rotated_stiffness(C11, C12, C44, axis)
    for name, edge in shapes.items():
        energy, area, dens, _ = solve_prism(edge, stiff, STRAIN, 6)
        target = 0.5 * young * STRAIN**2
        worst = max(worst, np.max(np.abs(dens / target - 1)))
        if axis == (1, 1, 1):
            shape_density[name] = 1000 * energy / area
assert worst < 1e-7
stiff111 = rotated_stiffness(C11, C12, C44, (1, 1, 1))
comp = np.linalg.inv(stiff111)
E = 1 / comp[2, 2]
nu = -comp[0, 2] / comp[2, 2]
assert abs(comp[0, 2] - comp[1, 2]) < 1e-10
w0 = 0.5 * E * STRAIN**2
clamped = 0.5 * stiff111[2, 2] * STRAIN**2

# ---- core with misfit: shape derivative and release by straight flutes ----
shear = E / (2 * (1 + nu))
lame = E * nu / ((1 + nu) * (1 - 2 * nu))
iso = np.diag([2 * shear] * 3 + [shear] * 3)
iso[:3, :3] += lame
CORE, MISFIT, FLUTE = 0.6, 0.01, 0.1
one = np.ones(N_ANGLE)
step = 1e-3
u_plus = solve_prism((1 + step) * one, iso, 0.0, 2, CORE, MISFIT)[0]
u_minus = solve_prism((1 - step) * one, iso, 0.0, 2, CORE, MISFIT)[0]
u_round, _, _, wall_round = solve_prism(one, iso, 0.0, 2, CORE, MISFIT)
derivative = (u_plus - u_minus) / (2 * step)
assert abs(derivative / (2 * np.pi * wall_round.mean()) - 1) < 1e-4
fluted = np.sqrt(1 - FLUTE**2 / 2) + FLUTE * np.cos(4 * ANGLES)
changes = []
for degree in (8, 11):
    u_flute, area, _, wall = solve_prism(fluted, iso, 0.0, degree, CORE, MISFIT)
    assert abs(area / np.pi - 1) < 1e-10
    changes.append(u_flute / u_round - 1)
trough_ratio = wall[N_ANGLE // 8] / wall[0]
assert changes[1] < -1e-3 and trough_ratio > 1
assert abs(changes[0] / changes[1] - 1) < 0.1

# ---- modulated flutes: limits of f_n ----
small = 0.05
f_small = [release(n, small, nu) for n in range(5)]
assert abs(f_small[0] / 2 - 1) < 0.01 and abs(f_small[1] / 2 - 1) < 0.02
for n in (2, 3, 4):
    assert abs(f_small[n] / ((1 + nu) * small**2 / n) - 1) < 0.01
planar = 2 * release(0, 40.0, nu) / 40 - release(0, 20.0, nu) / 20
assert abs(planar / (2 * (1 - nu**2)) - 1) < 0.01
assert abs(release(2, 4.0, nu, 16) / release(2, 4.0, nu, 24) - 1) < 1e-6

# ---- geometry: curvature and surface cost at fixed volume ----
a, h = 1e-3, 1e-2
for n in (2, 4):
    t = np.array([-h, 0.0, h])
    pts = (1 + a * np.cos(n * t)) * np.exp(1j * t)
    d1, d2, d3 = pts[1] - pts[0], pts[2] - pts[1], pts[2] - pts[0]
    curvature = 2 * (d1.conjugate() * d2).imag / abs(d1 * d2 * d3)
    assert abs((curvature - 1) / ((n**2 - 1) * a) - 1) < 0.01
a = 0.02
phase = ANGLES[:, None]
for n, kappa in [(2, 0.0), (4, 0.0), (2, 3.0), (3, 1.5)]:
    t, z = np.meshgrid(ANGLES, ANGLES)         # z here is the phase k z
    mean_square = a**2 / (2 if kappa == 0 else 4)
    r = np.sqrt(1 - mean_square) + a * np.cos(n * t) * np.cos(z if kappa else 0 * z)
    r_t = -a * n * np.sin(n * t) * np.cos(z if kappa else 0 * z)
    r_z = -a * kappa * np.cos(n * t) * np.sin(z)
    excess = 2 * np.pi * (np.mean(np.sqrt(r**2 * (1 + r_z**2) + r_t**2)) - 1)
    formula = np.pi * mean_square * (n**2 - 1 + kappa**2)
    assert abs(excess / formula - 1) < 0.01

# ---- worked example, n = 2 ----
to_ev_per_nm = 1e-18 / charge * 1e-9 * 1e9     # GPa nm^2 -> 1e-18 J/nm -> eV/nm
cost_straight = np.pi * GAMMA * AMP**2 * 3 / (2 * RADIUS) * to_ev_per_nm
kappas = np.arange(0.2, 12.01, 0.1)
f2 = np.array([release(2, q, nu) for q in kappas])
surface_part = np.pi * GAMMA * AMP**2 * (3 + kappas**2) / (4 * RADIUS) * to_ev_per_nm
elastic_part = w0 * np.pi * AMP**2 * f2 * to_ev_per_nm
net = surface_part - elastic_part
best = int(np.argmin(net))
assert 0 < best < len(kappas) - 1 and net[best] < 0 < cost_straight
threshold = (3 + kappas**2) / (4 * f2)
crit = int(np.argmin(threshold))
assert 0 < crit < len(kappas) - 1
critical_radius = threshold[crit] * GAMMA / w0
atom = LATTICE**3 / 8
mev = 1e-18 / charge * 1000                   # GPa nm^3 -> meV
capillary_mu = atom * GAMMA * 3 * AMP / RADIUS**2 * mev
bend_mu = atom * E * STRAIN * BEND * mev

# ---- neglected effects ----
schmid = 0.0
load_axis = np.ones(3) / np.sqrt(3)
for normal in itertools.product((1, -1), repeat=3):
    for slip in itertools.product((1, 0, -1), repeat=3):
        if np.dot(slip, slip) == 2 and np.dot(slip, normal) == 0:
            schmid = max(schmid, abs(np.dot(load_axis, normal) * np.dot(load_axis, slip))
                         / np.sqrt(6))
burgers = LATTICE / np.sqrt(2)

print(f"Input cubic constants C11, C12, C44: {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"Input radius {RADIUS:.0f} nm, axial strain {100*STRAIN:.1f} %, flute amplitude {AMP:.0f} nm")
print(f"Input surface energy {GAMMA:.1f} J/m^2, surface stress {SURF_STRESS:.1f} J/m^2")
print(f"Input lattice parameter {LATTICE:.3f} nm; atomic volume {atom:.5f} nm^3")
print(f"Young's modulus along [111]: {E:.1f} GPa; Poisson ratio: {nu:.4f}")
print(f"Axial stress: {E*STRAIN:.3f} GPa")
print(f"Elastic energy density E e^2/2: {1000*w0:.3f} MJ/m^3")
print(f"Same energy per atom: {w0*atom*mev:.3f} meV")
print(f"Density if lateral strain were forbidden: {1000*clamped:.3f} MJ/m^3")
for name, value in shape_density.items():
    print(f"Solver, [111] wire, {name}: {value:.3f} MJ/m^3")
print(f"Largest relative deviation, 2 axes x 3 shapes, all points: {worst:.1e}")
print(f"Straight n=2 flute, surface cost: {cost_straight:.3f} eV/nm; elastic release: 0 by the theorem")
print(f"Straight n=2 flute, capillary potential amplitude: {capillary_mu:.4f} meV per atom")
print(f"f_n at kR = {small}: n=0 {f_small[0]:.4f}, n=1 {f_small[1]:.4f}, n=2 {f_small[2]:.6f}")
print(f"Long-wave formula (1+nu)(kR)^2/2 for n=2: {(1+nu)*small**2/2:.6f}")
print(f"Short-wave slope of f_0: solver {planar:.4f}, flat surface {2*(1-nu**2):.4f}")
for q in (0.5, 1.0, 2.0, 4.0):
    print(f"f_2 at kR = {q:.1f}: {release(2, q, nu):.4f}")
print(f"Modulated n=2 flute of lowest energy: kR = {kappas[best]:.1f}, wavelength {2*np.pi*RADIUS/kappas[best]:.0f} nm")
print(f"  surface cost {surface_part[best]:.3f} eV/nm, elastic release {elastic_part[best]:.3f} eV/nm")
print(f"  net energy {net[best]:.3f} eV/nm")
print(f"Smallest w0 R/gamma that drives modulated n=2: {threshold[crit]:.3f} at kR = {kappas[crit]:.1f}")
print(f"  example has w0 R/gamma = {w0*RADIUS/GAMMA:.3f}; critical radius {critical_radius:.1f} nm")
print(f"Core-shell contrast: core radius {CORE:.1f} R, misfit {100*MISFIT:.0f} %, total axial strain 0, n=4, a = {FLUTE:.1f} R")
print(f"  elastic energy change on fluting at fixed area: {100*changes[1]:.3f} %")
print(f"  wall energy density, trough over crest: {trough_ratio:.3f}")
print(f"Neglected: surface stress changes the surface energy by {100*SURF_STRESS*(1-nu)*STRAIN/GAMMA:.2f} %")
print(f"Neglected: surface stress / radius = {1000*SURF_STRESS/RADIUS:.2f} MPa")
print(f"Neglected: bending strain {100*BEND:.2f} % varies wall energy by +-{bend_mu:.4f} meV per atom")
print(f"Neglected: largest Schmid factor {schmid:.3f}, resolved shear stress {schmid*E*STRAIN:.3f} GPa")
print(f"  rough stress to bow a dislocation across the wire, G b/R: {shear*burgers/RADIUS:.3f} GPa")
print("OK")
```

Output:

```
Input cubic constants C11, C12, C44: 166, 64, 80 GPa
Input radius 150 nm, axial strain 1.5 %, flute amplitude 5 nm
Input surface energy 1.3 J/m^2, surface stress 1.0 J/m^2
Input lattice parameter 0.543 nm; atomic volume 0.02001 nm^3
Young's modulus along [111]: 188.7 GPa; Poisson ratio: 0.1791
Axial stress: 2.830 GPa
Elastic energy density E e^2/2: 21.225 MJ/m^3
Same energy per atom: 2.651 meV
Density if lateral strain were forbidden: 23.025 MJ/m^3
Solver, [111] wire, round: 21.225 MJ/m^3
Solver, [111] wire, deep flutes: 21.225 MJ/m^3
Solver, [111] wire, hexagon: 21.225 MJ/m^3
Largest relative deviation, 2 axes x 3 shapes, all points: 5.6e-16
Straight n=2 flute, surface cost: 6.373 eV/nm; elastic release: 0 by the theorem
Straight n=2 flute, capillary potential amplitude: 0.1083 meV per atom
f_n at kR = 0.05: n=0 2.0010, n=1 2.0003, n=2 0.001474
Long-wave formula (1+nu)(kR)^2/2 for n=2: 0.001474
Short-wave slope of f_0: solver 1.9369, flat surface 1.9358
f_2 at kR = 0.5: 0.1461
f_2 at kR = 1.0: 0.5628
f_2 at kR = 2.0: 1.8218
f_2 at kR = 4.0: 4.0286
Modulated n=2 flute of lowest energy: kR = 4.7, wavelength 201 nm
  surface cost 26.648 eV/nm, elastic release 48.935 eV/nm
  net energy -22.287 eV/nm
Smallest w0 R/gamma that drives modulated n=2: 0.941 at kR = 2.3
  example has w0 R/gamma = 2.449; critical radius 57.6 nm
Core-shell contrast: core radius 0.6 R, misfit 1 %, total axial strain 0, n=4, a = 0.1 R
  elastic energy change on fluting at fixed area: -2.545 %
  wall energy density, trough over crest: 71.579
Neglected: surface stress changes the surface energy by 0.95 %
Neglected: surface stress / radius = 6.67 MPa
Neglected: bending strain 0.01 % varies wall energy by +-0.0353 meV per atom
Neglected: largest Schmid factor 0.272, resolved shear stress 0.770 GPa
  rough stress to bow a dislocation across the wire, G b/R: 0.205 GPa
OK
```
